**Recoil spectra of hard disks and hard spheres, with arsenic on silicon as the example**

For a uniform beam on a target at rest, the program tests the density \(p(x)=1/(2\sqrt{1-x})\) for hard disks and \(p(x)=1\) for hard spheres. Here \(x=T/T_{\max}\), \(T\) is the recoil energy, \(T_{\max}\) its head-on value, \(b\) the impact parameter and \(D\) the sum of the two radii. Vector collisions on uniform beam grids are counted, and the program asserts that their shares, means and variances agree with the derived values, including the share \(\sqrt\delta\) of disk recoils above \((1-\delta)T_{\max}\). A classical scattering integral is asserted to reproduce Coulomb scattering and, for a very steep wall, the hard-contact law to within 0.01 in \(x\). For the ZBL potential, the program asserts that \(1-x\) grows as \(b^2\) near head-on impact and that the nuclear stopping agrees with the published universal fit to within 10%. The output gives mean recoils of 5289 eV for disks and 3966 eV for spheres at 10 keV. For the ZBL potential it gives a planar mean of \(x\) of 0.619 for \(|b|<D\), and of 0.171 when the range of impact parameters counted is widened to half the atomic spacing.

## Numerical check

```python
"""Recoil spectrum of hard disks (plane) and hard spheres (space).

Result under test: for a uniform beam on a target at rest, x = T/Tmax has
density 1/(2 sqrt(1-x)) and mean 2/3 for disks, density 1 and mean 1/2 for
spheres. T: recoil energy; Tmax: its head-on value; D: sum of the two radii;
b: impact parameter. Example: masses and energy of 10 keV As entering Si.
ZBL: Ziegler-Biersack-Littmark universal screened Coulomb potential.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# ---------------- inputs ----------------
Z_ION, Z_TARGET = 33, 14
M_ION, M_TARGET = 74.92, 28.09          # atomic mass units
ENERGY = 10000.0                        # eV
LATTICE = 0.543                         # nm, silicon cubic cell, 8 atoms
TEMPERATURE = 300.0                     # K
THRESHOLD = 15.0                        # eV, rough displacement threshold

M_SUM = M_ION + M_TARGET
t_max = 4 * M_ION * M_TARGET / M_SUM**2 * ENERGY
speed = np.sqrt(2 * ENERGY * const.e / (M_ION * const.atomic_mass))
bohr = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
v_atomic = const.physical_constants["atomic unit of velocity"][0]
coulomb = Z_ION * Z_TARGET * const.e / (4 * np.pi * const.epsilon_0) * 1e9
screening = 0.8854 * bohr / (Z_ION**0.23 + Z_TARGET**0.23)


def zbl_potential(r):
    s = r / screening
    return coulomb / r * (0.1818 * np.exp(-3.2 * s)
                          + 0.5099 * np.exp(-0.9423 * s)
                          + 0.2802 * np.exp(-0.4029 * s)
                          + 0.02817 * np.exp(-0.2016 * s))


def closest_approach(lab_energy):
    e_cm = lab_energy * M_TARGET / M_SUM
    return brentq(lambda r: zbl_potential(r) - e_cm, 1e-3, 0.5, xtol=1e-15)


def collide(offsets, target_speed=0.0):
    """Vector collision; offsets are transverse positions in units of D.

    Returns energy gained by the target (eV) and relative energy drift.
    """
    along = -np.sqrt(1 - np.sum(offsets**2, axis=1))
    normal = np.column_stack([along, offsets])
    v1 = np.zeros_like(normal)
    v2 = np.zeros_like(normal)
    v1[:, 0] = speed
    v2[:, 0] = target_speed
    closing = np.sum((v1 - v2) * normal, axis=1)[:, None]
    impulse = 2 * M_ION * M_TARGET / M_SUM * closing * normal
    w1 = v1 - impulse / M_ION
    w2 = v2 + impulse / M_TARGET
    to_ev = 0.5 * const.atomic_mass / const.e

    def kinetic(mass, v):
        return to_ev * mass * np.sum(v**2, axis=1)
    gain = kinetic(M_TARGET, w2) - kinetic(M_TARGET, v2)
    loss = kinetic(M_ION, v1) - kinetic(M_ION, w1)
    return gain, np.max(np.abs(gain - loss)) / ENERGY


# ---------------- hard disks and spheres: counted collisions ----------------
n_line = 200000
line = (np.arange(n_line) + 0.5) / n_line * 2 - 1
gain_disk, drift_disk = collide(line[:, None])
n_side = 1000
side = (np.arange(n_side) + 0.5) / n_side * 2 - 1
gx, gy = np.meshgrid(side, side)
inside = gx**2 + gy**2 < 1
gain_sphere, drift_sphere = collide(np.column_stack([gx[inside], gy[inside]]))
assert max(drift_disk, drift_sphere) < 1e-11
x_disk, x_sphere = gain_disk / t_max, gain_sphere / t_max
assert np.max(np.abs(x_disk - (1 - line**2))) < 1e-11


def disk_density(x):
    return 0.5 / np.sqrt(1 - x)


edges = [0.0, 0.2, 0.5, 0.8, 0.95, 1.0]
for low, high in zip(edges[:-1], edges[1:]):
    counted = np.mean((x_disk >= low) & (x_disk < high))
    assert abs(counted - quad(disk_density, low, high)[0]) < 5e-5
    counted = np.mean((x_sphere >= low) & (x_sphere < high))
    assert abs(counted - (high - low)) < 5e-4      # pixelled circle edge
area = quad(disk_density, 0, 1)[0]
assert abs(area - 1) < 1e-7
for delta in (1e-2, 1e-4, 1e-6):
    assert abs(np.mean(x_disk > 1 - delta) - np.sqrt(delta)) < 3e-5
assert abs(np.mean(x_disk) - 2 / 3) < 1e-6
assert abs(np.mean(x_disk**2) - 8 / 15) < 1e-6
assert abs(np.var(x_disk) - 4 / 45) < 1e-6
assert abs(np.median(x_disk) - 3 / 4) < 1e-4
assert abs(np.mean(x_sphere) - 1 / 2) < 5e-4
assert abs(np.var(x_sphere) - 1 / 12) < 5e-4

# ---------------- classical scattering integral ----------------
gl_x, gl_w = np.polynomial.legendre.leggauss(300)
angle = (gl_x + 1) * np.pi / 4
angle_w = gl_w * np.pi / 4


def missing_fraction(b, ratio, contact):
    """1 - T/Tmax; ratio(r) = V/E_cm, with ratio(contact) = 1."""
    r0 = brentq(lambda r: 1 - ratio(r) - (b / r)**2,
                0.9 * contact, b + 2 * contact, xtol=1e-15, rtol=1e-14)
    u = np.sin(angle)
    root = np.sqrt(1 - ratio(r0 / u) - (b * u / r0)**2)
    half_turn = b / r0 * np.sum(angle_w * np.cos(angle) / root)
    return np.sin(half_turn)**2


for b in (0.3, 0.6, 0.8):
    # Coulomb law, for which the deflection is known in closed form
    assert abs(missing_fraction(b, lambda r: 1 / r, 1.0)
               - 1 / (1 + 1 / (2 * b)**2)) < 1e-5
    # very steep wall: hard contact up to terms of order 1/1000
    assert abs(missing_fraction(b, lambda r: r**-1000.0, 1.0) - b * b) < 0.01

e_cm = ENERGY * M_TARGET / M_SUM
contact = closest_approach(ENERGY)


def zbl_ratio(r):
    return zbl_potential(r) / e_cm


def soft_means(window, nodes=60):
    """Mean T/Tmax for b below window: in the plane and in space."""
    g, w = np.polynomial.legendre.leggauss(nodes)
    s, w = (g + 1) / 2, w / 2
    x = np.array([1 - missing_fraction(window * q, zbl_ratio, contact)
                  for q in s])
    return np.sum(w * x), np.sum(w * 2 * s * x)


near = missing_fraction(0.01 * contact, zbl_ratio, contact)
far = missing_fraction(0.02 * contact, zbl_ratio, contact)
edge_power = np.log(far / near) / np.log(2)
edge_coefficient = near / 0.01**2
assert abs(edge_power - 2) < 0.01       # same edge law for a soft potential

density = 8 / LATTICE**3
half_spacing = 0.5 * density**(-1 / 3)
soft_d = soft_means(contact)
soft_wide = soft_means(half_spacing)
far_window = 0.5
stop_soft = np.pi * far_window**2 * soft_means(far_window, 100)[1] * t_max
eps = screening * e_cm / coulomb
fit = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
stop_fit = np.pi * screening**2 * t_max / eps * fit
assert abs(stop_soft / stop_fit - 1) < 0.10   # the fit is good to some per cent

# ---------------- other neglected effects ----------------
stop_hard = np.pi * contact**2 * np.mean(x_sphere) * t_max
stop_electronic = (8 * np.pi * hartree * bohr**2 * Z_ION**(7 / 6) * Z_TARGET
                   / (Z_ION**(2 / 3) + Z_TARGET**(2 / 3))**1.5
                   * speed / v_atomic)
v_thermal = np.sqrt(const.k * TEMPERATURE / (M_TARGET * const.atomic_mass))
head_on = np.zeros((1, 1))
blur = abs(collide(head_on, v_thermal)[0][0] - collide(head_on)[0][0]) / t_max
energy_left = ENERGY - np.mean(gain_disk)
contact_later = closest_approach(energy_left)
reduced_mass = M_ION * M_TARGET / M_SUM * const.atomic_mass
wavelength = const.hbar / (reduced_mass * speed) * 1e9

# ---------------- printed numbers ----------------
print(f"ion mass: {M_ION:.2f} u; target mass: {M_TARGET:.2f} u")
print(f"ion energy: {ENERGY:.0f} eV")
print(f"centre-of-mass energy: {e_cm:.1f} eV")
print(f"Tmax/E: {t_max / ENERGY:.4f}")
print(f"Tmax: {t_max:.1f} eV")
print(f"contact distance D: {contact:.5f} nm")
print(f"total width 2D, disks: {2 * contact:.5f} nm")
print(f"area of disk density, by quadrature: {area:.6f}")
print(f"mean T/Tmax, disks, counted: {np.mean(x_disk):.5f}")
print(f"mean T/Tmax, spheres, counted: {np.mean(x_sphere):.4f}")
print(f"variance of T/Tmax, disks, counted: {np.var(x_disk):.5f}")
print(f"variance of T/Tmax, spheres, counted: {np.var(x_sphere):.4f}")
print(f"median T/Tmax, disks, counted: {np.median(x_disk):.4f}")
print(f"mean recoil, disks: {np.mean(gain_disk):.0f} eV")
print(f"mean recoil, spheres: {np.mean(gain_sphere):.0f} eV")
print(f"standard deviation, disks: {np.std(gain_disk):.0f} eV")
print(f"standard deviation, spheres: {np.std(gain_sphere):.0f} eV")
print(f"share above 0.99 Tmax, disks: {np.mean(x_disk > 0.99):.4f}")
print(f"share above 0.99 Tmax, spheres: {np.mean(x_sphere > 0.99):.4f}")
print(f"share above 0.9999 Tmax, disks: {np.mean(x_disk > 0.9999):.4f}")
print("neglected effects:")
print(f"ZBL mean T/Tmax, b < D, plane: {soft_d[0]:.3f}")
print(f"ZBL mean T/Tmax, b < D, space: {soft_d[1]:.3f}")
print(f"half atomic spacing in Si: {half_spacing:.4f} nm")
print(f"ZBL mean T/Tmax, b < half spacing, plane: {soft_wide[0]:.3f}")
print(f"ZBL mean T/Tmax, b < half spacing, space: {soft_wide[1]:.3f}")
print(f"ZBL power of b in 1-T/Tmax near b=0: {edge_power:.4f}")
print(f"ZBL edge coefficient C (hard: 1): {edge_coefficient:.3f}")
print(f"nuclear stopping, hard spheres: {stop_hard:.2f} eV nm^2")
print(f"nuclear stopping, ZBL integral: {stop_soft:.2f} eV nm^2")
print(f"nuclear stopping, ZBL fit: {stop_fit:.2f} eV nm^2")
print(f"electronic stopping: {stop_electronic:.2f} eV nm^2")
print(f"electronic/ZBL nuclear: {stop_electronic / stop_soft:.3f}")
print(f"ion energy after mean disk recoil: {energy_left:.0f} eV")
print(f"contact distance at that energy: {contact_later:.5f} nm")
print(f"target temperature: {TEMPERATURE:.0f} K")
print(f"thermal blur of edge, relative to Tmax: {blur:.2e}")
print(f"disk share within that blur: {np.mean(x_disk > 1 - blur):.4f}")
print(f"rough displacement threshold: {THRESHOLD:.0f} eV")
print(f"disk share below threshold: {np.mean(gain_disk < THRESHOLD):.2e}")
print(f"reduced de Broglie wavelength/D: {wavelength / contact:.2e}")
print("no test failed")
```

Output:

```
ion mass: 74.92 u; target mass: 28.09 u
ion energy: 10000 eV
centre-of-mass energy: 2726.9 eV
Tmax/E: 0.7933
Tmax: 7933.2 eV
contact distance D: 0.03330 nm
total width 2D, disks: 0.06660 nm
area of disk density, by quadrature: 1.000000
mean T/Tmax, disks, counted: 0.66667
mean T/Tmax, spheres, counted: 0.5000
variance of T/Tmax, disks, counted: 0.08889
variance of T/Tmax, spheres, counted: 0.0833
median T/Tmax, disks, counted: 0.7500
mean recoil, disks: 5289 eV
mean recoil, spheres: 3966 eV
standard deviation, disks: 2365 eV
standard deviation, spheres: 2290 eV
share above 0.99 Tmax, disks: 0.1000
share above 0.99 Tmax, spheres: 0.0100
share above 0.9999 Tmax, disks: 0.0100
neglected effects:
ZBL mean T/Tmax, b < D, plane: 0.619
ZBL mean T/Tmax, b < D, space: 0.466
half atomic spacing in Si: 0.1358 nm
ZBL mean T/Tmax, b < half spacing, plane: 0.171
ZBL mean T/Tmax, b < half spacing, space: 0.041
ZBL power of b in 1-T/Tmax near b=0: 1.9994
ZBL edge coefficient C (hard: 1): 2.124
nuclear stopping, hard spheres: 13.82 eV nm^2
nuclear stopping, ZBL integral: 18.95 eV nm^2
nuclear stopping, ZBL fit: 18.95 eV nm^2
electronic stopping: 1.80 eV nm^2
electronic/ZBL nuclear: 0.095
ion energy after mean disk recoil: 4711 eV
contact distance at that energy: 0.04438 nm
target temperature: 300 K
thermal blur of edge, relative to Tmax: 1.16e-03
disk share within that blur: 0.0341
rough displacement threshold: 15 eV
disk share below threshold: 9.50e-04
reduced de Broglie wavelength/D: 5.82e-04
no test failed
```
